# Etch Rate of Vicinal Silicon (111): Pit Nucleation and Step Flow

## 1. What dimensions and symmetry fix

Consider a silicon (111) surface that is etched one bilayer at a time. On a terrace, removal must begin with a new pit, one bilayer deep. At an existing step, it proceeds by sideways retreat of the step. A miscut supplies steps permanently, so both routes act together.

Let $J$ be the number of pits nucleated per area of exposed terrace and per time, $v$ the retreat speed of a step, $h$ the bilayer height, and $\theta$ the miscut angle. The miscut provides

$$m=\frac{\tan\theta}{h}$$

steps per length, separated by terraces of width $w=1/m$. Let $R$ be the etch rate measured along [111], so that $R/h$ is the number of layers removed per time.

The dimensions are $[J]=\text{length}^{-2}\,\text{time}^{-1}$ and $[v]=\text{length}\,\text{time}^{-1}$. The product $J^a v^b$ is a pure rate if $-2a+b=0$ and $-a-b=-1$, which gives $a=1/3$, $b=2/3$. It is a pure length if $-2a+b=1$ and $a+b=0$, which gives $a=-1/3$, $b=1/3$. Therefore

$$\frac{R}{h}=(Jv^2)^{1/3}\,F(s),\qquad s=m\left(\frac{v}{J}\right)^{1/3}.$$

Dimensions leave the function $F$ open. If pits are circular, a symmetry of the nucleation events in space and time settles it up to one number $C$: $F(s)=\sqrt{C^2+s^2}$. Multiplying out gives the result derived below,

$$\boxed{R=\sqrt{R_0^2+v^2\tan^2\theta},\qquad R_0=C\,h\,(Jv^2)^{1/3}.}$$

## 2. The model

The assumptions are these.

- Pits nucleate independently and uniformly on whatever terrace is exposed.
- Pit rims and miscut steps retreat at the same speed $v$ in every direction, whatever the terrace width. Etching is thus limited by the surface reaction, not by transport in the liquid.
- Steps do not attract, repel or bunch, and no bubbles mask the surface.
- The pit length $(v/J)^{1/3}$ and the terrace width are much larger than the atomic spacing, and $\theta$ is small.

Circular pits are an idealization, since the threefold symmetry of Si(111) also allows triangular pits. Section 8 treats other shapes.

## 3. Depth as a longest chain

Let $N(\mathbf x,t)$ be the number of layers removed at position $\mathbf x$, counted from a fixed reference plane. Consider the region where $N\ge k$. Its rim is a step, so the region spreads at speed $v$. It also gains a new point whenever a pit nucleates where the depth is $k-1$. A point therefore has depth at least $k$ at time $t$ if it lies within $vt$ of a place that had this depth initially, or within $v(t-t_q)$ of a nucleus $q$ that produced at least this depth. Deeper regions lie inside shallower ones, and equal rim speeds keep them there. Hence

$$N(\mathbf x,t)=\max\Big\{\max_{|\mathbf y-\mathbf x|\le vt}N(\mathbf y,0),\ \max_{q}\,\big[1+N(q^-)\big]\Big\},$$

where $q$ runs over nuclei with $|\mathbf x-\mathbf x_q|\le v(t-t_q)$, and $N(q^-)$ is the depth just before nucleation.

Now insert the same rule for $N(q^-)$, and repeat until the initial surface is reached. Each nucleus used adds one layer. Call a sequence of nuclei a chain if each can be reached from the one before at a speed not above $v$. Then

$$N(\mathbf x,t)=\max_{|\mathbf y-\mathbf x|\le vt}\big[N(\mathbf y,0)+L(\mathbf y,0;\mathbf x,t)\big],$$

where $L$ is the number of nuclei in the longest chain from $(\mathbf y,0)$ to $(\mathbf x,t)$. The etching problem has become a geometrical one about random points in space-time.

**Steps alone.** Let the initial depth be $m x_1$ rounded down, so the surface is deeper towards positive $x_1$. Without pits, $L=0$ and the best starting point is $y_1=x_1+vt$. The depth is then $m(x_1+vt)$ rounded down, and $R=hmv=v\tan\theta$.

## 4. The long-time limit

Let $\mathbf y=\mathbf x+\mathbf u t$ with $|\mathbf u|\le v$, and let $G(\mathbf u,t)$ be the mean of $L$ for these end points. Two chains along successive parts of the same straight line can be joined, so

$$G(\mathbf u,t_1+t_2)\ge G(\mathbf u,t_1)+G(\mathbf u,t_2).$$

For such a function, $G/t$ tends to its largest value (its supremum), which we call $g(\mathbf u)$. It is finite by the upper bound of Section 6.

Replacing $L$ by $g\,t$ inside the maximum needs two remarks. First, fluctuations are small. For Poisson points, the variance of $L$ is at most the mean sum of the squared changes caused by deleting each point in turn. A deletion changes $L$ by at most 1, and only if the point belongs to a chosen longest chain. The sum is thus at most $L$, and the standard deviation of $L$ grows no faster than $\sqrt t$.

Second, there are many starting points. Divide the disc $|\mathbf y-\mathbf x|\le vt$ into cells, each within distance $v\delta t$ of a centre $\mathbf y_c$ in the disc. Any chain from $(\mathbf y,0)$ is also a chain from $(\mathbf y_c,-\delta t)$. For fixed $\delta$ the number of cells does not grow with $t$, so small fluctuations at each centre imply a small fluctuation of their maximum. Letting $\delta\to0$ afterwards gives

$$\frac Rh=\max_{|\mathbf u|\le v}\big[m u_1+g(\mathbf u)\big].$$

## 5. The symmetry and the square root

Consider the linear change of variables, with $\gamma=1/\sqrt{1-u^2/v^2}$,

$$x_1'=\gamma(x_1-ut),\qquad x_2'=x_2,\qquad t'=\gamma\Big(t-\frac{u x_1}{v^2}\Big).$$

It has the form of a Lorentz transformation with the step speed in place of the speed of light. Nothing relativistic is involved; it is a way of relabelling nuclei. Expanding the squares, the terms in $x_1t$ cancel:

$$v^2t'^2-x_1'^2=\gamma^2\Big(1-\frac{u^2}{v^2}\Big)(v^2t^2-x_1^2)=v^2t^2-x_1^2.$$

Apply this to the separation of two nuclei. Since $x_2$ is unchanged, nuclei that can be linked in a chain remain linkable. Their time order is kept too, because $|x_1|\le vt$ gives $t'\ge\gamma t(1-|u|/v)>0$. The determinant is $\gamma^2(1-u^2/v^2)=1$, so space-time volumes are unchanged. Poisson points of uniform density $J$ are therefore mapped to Poisson points of the same density, and chain lengths keep their statistics.

The end point $x_1=ut$, $x_2=0$ is mapped to $x_1'=0$ and

$$t'=\gamma t\Big(1-\frac{u^2}{v^2}\Big)=t\sqrt{1-\frac{u^2}{v^2}}.$$

A chain with mean velocity $u$ is thus statistically a chain at rest lasting the shorter time $t'$. Dividing its length by $t$ gives

$$g(\mathbf u)=g_0\sqrt{1-\frac{|\mathbf u|^2}{v^2}},\qquad g_0=C(Jv^2)^{1/3}.$$

The second equation is the dimensional argument again, and it defines $C$.

A transverse component $u_2$ only lowers the bracket to be maximized, so set $u_2=0$ and $u_1=v\sin\varphi$:

$$m u_1+g=mv\sin\varphi+g_0\cos\varphi .$$

The derivative vanishes at $\tan\varphi=mv/g_0$, where $\sin\varphi=mv/\sqrt{g_0^2+m^2v^2}$ and $\cos\varphi=g_0/\sqrt{g_0^2+m^2v^2}$. The maximum is $\sqrt{g_0^2+m^2v^2}$. Multiplication by $h$, with $hm=\tan\theta$ and $hg_0=R_0$, gives the boxed result.

The invariance was also tested on sampled nuclei. In units with $J=v=1$ and for $t'=7$, the mean longest chain was 7.35 at $u=0$ and 7.20 at $u=0.8$. The difference is about two standard errors of 0.08, which is compatible with equality.

## 6. The constant $C$

**Lower bound.** Start at $(\mathbf x,t)$ and go back to the latest nucleus from which this point can be reached. Repeat from that nucleus. This builds a chain, though not necessarily the longest. The space-time volume searched after going back a time $s$ is

$$\int_0^s\pi v^2s'^2\,ds'=\frac{\pi v^2s^3}{3}.$$

The probability of finding no nucleus in it is $\exp(-\pi Jv^2s^3/3)$. The mean gap is the integral of this probability. With $z=\pi Jv^2s^3/3$,

$$\bar s=\Big(\frac{3}{\pi Jv^2}\Big)^{1/3}\frac13\int_0^\infty z^{-2/3}e^{-z}dz=\Gamma(4/3)\Big(\frac{3}{\pi Jv^2}\Big)^{1/3}.$$

Each new search covers earlier times than those already searched, so the gaps are independent. The chain gains $1/\bar s$ nuclei per time, and therefore $C\ge(\pi/3)^{1/3}/\Gamma(4/3)=1.137$.

**Upper bound.** Let $M_k(t)$ be the mean number of chains of $k$ nuclei that end at $(\mathbf x,t)$ and start after time zero. Let the last nucleus lie a time $s$ back:

$$M_k(t)=J\int_0^t\pi v^2s^2M_{k-1}(t-s)\,ds,\qquad M_0=1.$$

Using $\int_0^t s^2(t-s)^n ds=2\,n!\,t^{n+3}/(n+3)!$ with $n=3k-3$, induction gives

$$M_k(t)=\frac{(2\pi Jv^2)^k\,t^{3k}}{(3k)!}.$$

The probability that any such chain exists is at most $M_k$. Put $k=c\,(Jv^2)^{1/3}t$ and use $n!\ge(n/e)^n$:

$$M_k\le\left[\frac{e(2\pi)^{1/3}}{3c}\right]^{3k}.$$

This vanishes at long times if $c>e(2\pi)^{1/3}/3$, so $C\le1.672$.

**Simulated value.** Applying the depth rule of Section 3 to random nuclei on a periodic square gives $C=1.421$ for side 30 and $1.430$ for side 20, where the sides are measured in units of $(v/J)^{1/3}$. I use $C\approx1.42$ in the numbers below. The two runs differ by less than one percent, but both are biased low: from a flat start the rate keeps rising slowly with time. On a square of side 80 it reaches about $1.435$ after 100 layers, and the long-time limit is near $1.445$. The value $1.42$ is thus one to two percent too small, which would raise $\theta^*$ in Section 9 from $0.48^\circ$ to $0.49^\circ$ and $R_0$ from 7.4 to 7.5 Å/s.

The same simulation tests the square root on tilted surfaces. At $s=1$ it gives a rate of 1.730, against 1.738 from the formula and 2.421 from adding the separate rates. At $s=2$ the three numbers are 2.444, 2.454 and 3.421.

## 7. Two limits and the crossover

**Small miscut.** For $v\tan\theta\ll R_0$, expansion of the root gives

$$R\approx R_0+\frac{v^2\tan^2\theta}{2R_0}.$$

The first correction is quadratic. For circular pits, opposite tilts are equivalent, so a rate that varies smoothly through zero tilt has no linear term. The separate rates do not simply add, because miscut steps and pit rims meet and annihilate.

**Large miscut.** For $v\tan\theta\gg R_0$,

$$R\approx v\tan\theta+\frac{R_0^2}{2v\tan\theta}.$$

For circular pits the pit contribution is proportional to $J^{2/3}$, not to $J$, even though pits are now rare on each terrace. The power depends on the pit shape, as Section 8 shows for triangles. The reason is visible in one event. Let a pit nucleate a distance $d$ ahead of a straight step. After time $t$ the undisturbed step has moved $vt$, while the pit rim reaches $d+\sqrt{v^2t^2-x^2}$ at lateral position $x$. The rim is ahead where

$$x^2\le v^2t^2-(vt-d)^2=2vtd-d^2 .$$

The bulge keeps its lead $d$ at the centre and widens as $\sqrt t$. It does not heal by itself, so one pit has no fixed yield that could be multiplied by $J$. An estimate recovers the power. With $d\sim w$, bulges start to overlap when $Jwt\sqrt{vtw}\sim1$, that is, at $t\sim(J^2w^3v)^{-1/3}$. The step gains about $w$ in this time, hence a speed $J^{2/3}w^2v^{1/3}$. Multiplying by $h/w$ gives $hJ^{2/3}v^{1/3}w$, the same dependence as $R_0^2/(2v\tan\theta)$.

**Where step flow dominates.** Since squares add, define the step-flow weight

$$W=\frac{v^2\tan^2\theta}{R^2},\qquad 1-W=\frac{R_0^2}{R^2}.$$

Equal weights, $W=1/2$, occur at

$$\boxed{\tan\theta^*=\frac{R_0}{v}=C\,h\left(\frac Jv\right)^{1/3}.}$$

Step flow dominates above $\theta^*$. The terrace width there is $w^*=h/\tan\theta^*=(v/J)^{1/3}/C$, somewhat less than the pit length. At this point $R=\sqrt2\,R_0$, whereas the sum $R_0+v\tan\theta$ would give $2R_0$. The crossover is gradual: $W=0.9$ requires $v^2\tan^2\theta=9R_0^2$, or $\tan\theta=3\tan\theta^*$.

**A measurable meaning of the weight.** Let $J\propto e^{-\beta E_J}$ and $v\propto e^{-\beta E_v}$ with constant prefactors. Here $\beta=1/(k_BT)$ is the inverse thermal energy. Then $R_0^2\propto J^{2/3}v^{4/3}$ has the logarithmic derivative $-\tfrac23(E_J+2E_v)$ with respect to $\beta$, and $v^2$ has $-2E_v$. Since $d\ln R=dR^2/(2R^2)$, the apparent activation energy is

$$E_{\rm app}=-\frac{d\ln R}{d\beta}=(1-W)\frac{E_J+2E_v}{3}+W E_v .$$

At $\theta^*$ it lies midway between the flat-surface and step-flow values. The crossover itself moves with temperature, as $\tan\theta^*\propto e^{-\beta(E_J-E_v)/3}$. If pits cost more energy than step motion, heating shifts $\theta^*$ upwards.

## 8. Other rates, other pit shapes, and failure

**Rate along the surface normal.** A vertical displacement is shortened by $\cos\theta$ when measured along the normal, so

$$R_n=R\cos\theta=\sqrt{R_0^2+(v^2-R_0^2)\sin^2\theta}.$$

For $v>R_0$, the (111) orientation is a local minimum of the normal etch rate.

**Elliptical pits.** Let the rim speeds be $v_a$ and $v_b$ along the two axes, with the miscut direction along $a$. Stretching the $b$ axis by $v_a/v_b$ makes the pits circular with speed $v_a$ and changes the nucleation rate to $Jv_b/v_a$. The derivation then applies, with

$$R=\sqrt{C^2h^2(Jv_av_b)^{2/3}+v_a^2\tan^2\theta}.$$

**Triangular pits.** The scaling form of Section 1 survives for any fixed pit shape and miscut direction, but the symmetry of Section 5 is lost, and the square root no longer holds. Assume that all steps advance as the envelope of pits of the given shape. Let the three edges of an equilateral pit move at speed $v$ along their outward normals $\mathbf n_i$. Two nuclei separated by $(\mathbf x,t)$ can be linked if all three $a_i=vt-\mathbf n_i\cdot\mathbf x$ are non-negative. Rescaling the $a_i$ by factors whose product is 1 keeps both links and volumes. The end points of Section 4 have $a_i=vt(1+\mathbf n_i\cdot\mathbf u/v)$, and rescaling these to their geometric mean gives $g(\mathbf u)=g_0\big[\prod_i(1+\mathbf n_i\cdot\mathbf u/v)\big]^{1/3}$, with a different constant in $g_0$. Miscut steps retreat at $v$ along an edge normal and at $2v$ towards a corner, so opposite miscuts are not equivalent. At small miscut $R/h\approx g_0+m^2v^2/g_0$ in both directions, which matches the square root for neither speed. At large miscut $g$ vanishes as $\epsilon^{1/3}$ a distance $\epsilon$ from an edge and as $\epsilon^{2/3}$ near a corner. Balancing this against the loss $m\epsilon$ gives a pit contribution proportional to $g_0^{3/2}\propto J^{1/2}$ and to $g_0^3\propto J$, respectively. Simple bounds hold for any shape. A larger pit shape permits every chain that a smaller one permits, so $R$ lies between the circular results for the inscribed and the circumscribed circle. For an equilateral triangle these speeds differ by a factor 2. At fixed $J$ the bounds on $R$ then also differ by a factor between $2^{2/3}$ and 2.

The result fails if terraces shrink to a few atomic spacings, if steps bunch, or if reactant depletion makes $v$ depend on $w$. Defects that nucleate pits repeatedly at fixed places also violate the assumption of independent nuclei.

## 9. Worked example

The geometry is that of silicon, with a rough lattice parameter of 5.4 Å. The kinetic parameters are round model choices: an attempt rate of $10^{11}\ \mathrm{s^{-1}}$, $E_v=0.60$ eV, $E_J=1.05$ eV, and a temperature of 350 K, for which the thermal energy is 0.03016 eV.

The bilayer height is $h=5.4/\sqrt3=3.118$ Å. The surface sites are $5.4/\sqrt2=3.818$ Å apart, and each occupies $\tfrac{\sqrt3}{2}(3.818)^2=12.63$ Å$^2$. As a further model choice, the whole step advances by one site spacing per successful attempt, and each terrace site nucleates one pit per successful attempt. If edge sites were instead removed independently at the same rate, the step would roughen and move faster by a numerical factor. With the simple choice,

$$v=10^{11}\times3.818\;e^{-0.60/0.03016}\approx876\ \text{Å/s},$$

$$J=\frac{10^{11}}{12.63}\,e^{-1.05/0.03016}\approx6.02\times10^{-6}\ \text{Å}^{-2}\,\mathrm{s}^{-1}.$$

The pit length is $(v/J)^{1/3}=526$ Å, far above the site spacing. The crossover follows as

$$\tan\theta^*=\frac{1.42\times3.118}{526}\approx0.0084,\qquad \theta^*\approx0.48^\circ\ (8.4\ \text{mrad}).$$

The flat rate is $R_0=v\tan\theta^*\approx7.4$ Å/s, or about 2.7 µm/h. At $\theta^*$ the terraces are 370 Å wide and the rate is 10.4 Å/s; adding the separate rates would give 14.8 Å/s. A weight of 0.9 is reached at $1.45^\circ$.

| $\theta$ (deg) | $R$ (Å/s) | $W$ | $E_{\rm app}$ (eV) |
|---|---|---|---|
| 0.10 | 7.5 | 0.04 | 0.744 |
| 0.50 | 10.6 | 0.52 | 0.672 |
| 1.00 | 17.0 | 0.81 | 0.628 |
| 3.00 | 46.5 | 0.97 | 0.604 |

The activation energy falls from the flat value $(1.05+2\times0.60)/3=0.75$ eV towards 0.60 eV. A miscut of $0.1^\circ$ changes the rate by only about 2 percent of $R_0$, as the quadratic law implies. At $1^\circ$ the rate has more than doubled. For these model parameters and circular pits, a measurement meant to give the flat-surface rate therefore needs a miscut well below half a degree. The angle for a real etchant depends on its own $J$, $v$ and pit shape. The numerical output below lists the remaining values.

## Numbers as computed

```
SIMULATION (J = v = 1, rates in layers per unit time)
Chain length, interval 7, u = 0: 7.35
Chain length, interval 7, u = 0.8: 7.20
Standard error of their difference: 0.08
C from box 30: 1.421;  from box 20: 1.430
Proven bounds on C: 1.137 and 1.672
slope 0.0: simulated 1.430, law 1.421, sum 1.421
slope 0.5: simulated 1.512, law 1.507, sum 1.921
slope 1.0: simulated 1.730, law 1.738, sum 2.421
slope 2.0: simulated 2.444, law 2.454, sum 3.421
J = 0.25, v = 2.0: simulated flat rate 1.436, scaling law 1.421
EXAMPLE INPUTS
Lattice parameter (rough): 5.4 angstrom
Attempt rate: 1e+11 1/s;  temperature: 350 K
Activation energies: step 0.60 eV, pit 1.05 eV
EXAMPLE RESULTS
Thermal energy: 0.03016 eV
Bilayer height h: 3.118 angstrom
Surface site spacing: 3.818 angstrom
Surface cell area: 12.63 angstrom^2
Step speed v: 875.5 angstrom/s
Pit nucleation rate J: 6.017e-06 1/(angstrom^2 s)
Pit length (v/J)^(1/3): 526 angstrom
Flat rate R0: 7.38 angstrom/s = 2.66 micrometre/h
tan(theta*): 0.00843
Equal-weight miscut theta*: 0.483 degree = 8.43 mrad
Terrace width at theta*: 370 angstrom
Rate at theta*: 10.43 angstrom/s
Sum rule at theta*: 14.75 angstrom/s
Miscut for weight 0.9: 1.45 degree
Activation energy, flat limit: 0.750 eV
miscut/degree  terrace/angstrom  R/(angstrom/s)  weight  E_app/eV
0.10  1786  7.53  0.041  0.744
0.25  715  8.31  0.211  0.718
0.50  357  10.62  0.518  0.672
1.00  179  16.97  0.811  0.628
2.00  89  31.45  0.945  0.608
3.00  59  46.47  0.975  0.604
```
